# Facet Reflectivity for 1 dB Gain Ripple in an Optical Amplifier: a numerical check

```python
"""Facet reflectivity for a given Fabry-Perot gain ripple of an optical amplifier.

Result under test:  R = tanh(D*ln(10)/40) / G,  valid for G*R < 1
  G = single-pass power gain (a ratio), R = power reflectivity of each facet,
  D = peak-to-trough ripple in dB of the transmitted gain over one fringe.
The independent road solves the wave equation for a slab with gain.
Device parameters are rough typical values for an InGaAsP/InP amplifier.
"""
import numpy as np
from scipy.constants import c, h
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq


def to_db(ratio):
    return 10 * np.log10(ratio)


def required_reflectivity(gain, ripple):
    return np.tanh(ripple * np.log(10) / 40) / gain


def ripple_db(gain, reflectivity):
    x = gain * reflectivity
    return 20 * np.log10((1 + x) / (1 - x))


gain_db, target_db = 25.0, 1.0
G = 10 ** (gain_db / 10)
R = required_reflectivity(G, target_db)
wavelength = 1550e-9
peak_db = to_db((1 - R) ** 2 / (1 - G * R) ** 2)
trough_db = to_db((1 - R) ** 2 / (1 + G * R) ** 2)


# --- Wave equation: slab of real index n with gain, vacuum on both sides ---
def slab_transmission(n, gain, length=10e-3, points=401):
    start = np.pi * round(2 * n * length / wavelength)
    k = (start + np.linspace(0, np.pi, points)) / (n * length)
    q = n * k - 0.5j * np.log(gain) / length
    e = np.exp(1j * q * length)
    one, zero = np.ones_like(e), np.zeros_like(e)
    s = q / k
    # unknowns: reflected, forward in slab, backward in slab, transmitted
    rows = [[one, -one, -one, zero],
            [-one, -s, s, zero],
            [zero, e, 1 / e, -one],
            [zero, s * e, -s / e, -one]]
    matrix = np.array(rows).transpose(2, 0, 1)
    source = np.zeros((points, 4, 1), complex)
    source[:, 0, 0] = -1
    source[:, 1, 0] = -1
    return np.abs(np.linalg.solve(matrix, source)[:, 3, 0]) ** 2


def slab_ripple(n):
    t = slab_transmission(n, G)
    return to_db(t.max() / t.min())


n_slab = brentq(lambda n: slab_ripple(n) - target_db, 1.01, 1.04)
R_wave = ((n_slab - 1) / (n_slab + 1)) ** 2
assert abs(R_wave / R - 1) < 1e-4
t_slab = slab_transmission(n_slab, G)
assert abs(to_db(t_slab.max() / G) - peak_db) < 1e-3
assert abs(to_db(t_slab.min() / G) - trough_db) < 1e-3


# --- Successive round trips with unequal facets ---
def round_trip_sum(r1_power, r2_power, phase):
    term, total = 1.0 + 0j, 0j
    for _ in range(60):
        total += term
        term *= G * np.sqrt(r1_power * r2_power) * np.exp(2j * phase)
    return abs(total) ** 2


phases = np.linspace(0, np.pi, 201)
uneven = np.array([round_trip_sum(4 * R, R / 4, p) for p in phases])
assert abs(to_db(uneven.max() / uneven.min()) - target_db) < 1e-6

# --- Fringe spacing with a dispersive mode index ---
length, n_mode, n_group = 1e-3, 3.2, 3.6
fsr = wavelength ** 2 / (2 * n_group * length)


def fringe_order(lam):
    index = n_mode + (n_mode - n_group) * (lam / wavelength - 1)
    return 2 * index * length / lam


m0 = fringe_order(wavelength)
low = brentq(lambda x: fringe_order(x) - m0 - 0.5, 1540e-9, 1560e-9, xtol=1e-18)
high = brentq(lambda x: fringe_order(x) - m0 + 0.5, 1540e-9, 1560e-9, xtol=1e-18)
assert abs((high - low) / fsr - 1) < 1e-3


# --- Single-layer coating, plane waves, quarter-wave at the design wavelength ---
def coated_reflectivity(lam, n_film):
    delta = np.pi / 2 * wavelength / lam
    r_in = (n_mode - n_film) / (n_mode + n_film)
    r_out = (n_film - 1) / (n_film + 1)
    w = np.exp(2j * delta)
    return abs((r_in + r_out * w) / (1 + r_in * r_out * w)) ** 2


def coated_by_matrix(lam, n_film):
    d = np.pi / 2 * wavelength / lam
    field = np.cos(d) + 1j * np.sin(d) / n_film
    slope = 1j * n_film * np.sin(d) + np.cos(d)
    return abs((n_mode * field - slope) / (n_mode * field + slope)) ** 2


for lam_test, n_test in ((1500e-9, 1.7), (1600e-9, 1.9)):
    difference = coated_reflectivity(lam_test, n_test) - coated_by_matrix(lam_test, n_test)
    assert abs(difference) < 1e-12
n_ideal = np.sqrt(n_mode)
edge_low = brentq(lambda x: coated_reflectivity(x, n_ideal) - R, 1450e-9, wavelength,
                  xtol=1e-15)
edge_high = brentq(lambda x: coated_reflectivity(x, n_ideal) - R, wavelength, 1650e-9,
                   xtol=1e-15)
film_low = brentq(lambda n: coated_reflectivity(wavelength, n) - R, 1.6, n_ideal)
film_high = brentq(lambda n: coated_reflectivity(wavelength, n) - R, n_ideal, 2.0)
R_bare = ((n_mode - 1) / (n_mode + 1)) ** 2
assert G * R_bare > 1

# --- Gain saturation by the signal, forward and backward powers together ---
P_in, P_sat, linewidth_factor = 1e-6, 10e-3, 5.0


def saturated_state(sign):
    """sign = +1 at a fringe peak, -1 at a trough; G is the unsaturated gain."""
    def entry_power(g):
        return P_in * (1 - R) / (1 - sign * g * R) ** 2

    def balance(g):
        return np.log(G / g) - entry_power(g) * (g - 1) * (1 + R * g) / P_sat

    g = brentq(balance, 1.001, G)
    return g, entry_power(g)


def power_equations(z, p):
    local_gain = np.log(G) / (1 + (p[0] + p[1]) / P_sat)
    return [local_gain * p[0], -local_gain * p[1]]


states = [saturated_state(+1), saturated_state(-1)]
for g, p0 in states:
    run = solve_ivp(power_equations, (0, 1), [p0, R * g ** 2 * p0],
                    rtol=1e-10, atol=1e-18)
    assert run.success
    assert abs(run.y[0, -1] / (g * p0) - 1) < 1e-6
    assert abs(run.y[1, -1] / (R * g * p0) - 1) < 1e-6
(g_peak, p_peak), (g_trough, p_trough) = states
ripple_saturated = to_db(g_peak * p_peak / (g_trough * p_trough))
assert ripple_saturated < target_db
phase_swing = linewidth_factor * np.log(g_trough / g_peak)

# --- Spontaneous emission, first-order gain compression ---
gain_width, inversion_factor = 40e-9, 2.0
bandwidth = c * gain_width / wavelength ** 2
noise_unit = 2 * inversion_factor * h * c / wavelength * bandwidth
log_gain = np.log(G)
P_ase = noise_unit * (G - 1)
both_ways = quad(lambda z: log_gain * noise_unit
                 * (np.exp(log_gain * z) + np.exp(log_gain * (1 - z)) - 2), 0, 1)[0]
ase_drop_db = to_db(np.exp(both_ways / P_sat))
ripple_after_ase = ripple_db(G * 10 ** (-ase_drop_db / 10), R)

# --- Gain slope at the 3 dB edge of a parabolic (in dB) gain curve ---
half_width = gain_width / 2
tilt_db = 3 * ((half_width + fsr / 2) ** 2 - half_width ** 2) / half_width ** 2

coupling_db = 3.0
G_fibre = 10 ** ((gain_db + 2 * coupling_db) / 10)

print(f"Single-pass gain: {gain_db:.1f} dB = ratio {G:.2f}")
print(f"Target ripple, peak to trough: {target_db:.1f} dB")
print(f"Ripple as power ratio: {10 ** (target_db / 10):.6f}")
print(f"Square root of that ratio: {10 ** (target_db / 20):.6f}")
print(f"Product G*R: {G * R:.6f}")
print(f"Required R (formula): {R:.4e} = {to_db(R):.2f} dB")
print(f"Required R (wave equation): {R_wave:.4e}")
print(f"Peak relative to single-pass gain: {peak_db:+.3f} dB")
print(f"Trough relative to single-pass gain: {trough_db:+.3f} dB")
print(f"R if ripple means +/-1 dB: {required_reflectivity(G, 2 * target_db):.3e}")
print(f"Assumed coupling loss per fibre joint: {coupling_db:.1f} dB")
print(f"R if 25 dB is fibre to fibre: {required_reflectivity(G_fibre, target_db):.3e}")
print(f"Wavelength: {wavelength * 1e9:.0f} nm; chip length: {length * 1e3:.1f} mm")
print(f"Mode index: {n_mode:.1f}; group index: {n_group:.1f}")
print(f"Fringe spacing: {fsr * 1e9:.3f} nm")
print(f"Bare-facet reflectivity: {R_bare:.3f}")
print(f"Bare-chip gain at lasing threshold: {to_db(1 / R_bare):.2f} dB")
print(f"Ideal quarter-wave film index: {n_ideal:.3f}")
print(f"Coating band: {edge_low * 1e9:.1f} to {edge_high * 1e9:.1f} nm")
print(f"Coating band width: {(edge_high - edge_low) * 1e9:.1f} nm")
print(f"Film index range at 1550 nm: {film_low:.3f} to {film_high:.3f}")
print(f"Ripple with 1 dB more gain, same R: {ripple_db(G * 10 ** 0.1, R):.3f} dB")
print(f"Gain width (3 dB, full): {gain_width * 1e9:.0f} nm")
print(f"Gain tilt over half a fringe at band edge: {tilt_db:.3f} dB")
print(f"Input power: {P_in * 1e3:.3f} mW; saturation power: {P_sat * 1e3:.1f} mW")
print(f"Saturated single-pass gain at peak: {to_db(g_peak):.3f} dB")
print(f"Saturated single-pass gain at trough: {to_db(g_trough):.3f} dB")
print(f"Ripple with signal saturation: {ripple_saturated:.3f} dB")
print(f"Linewidth enhancement factor: {linewidth_factor:.1f}")
print(f"Round-trip phase change, peak to trough: {phase_swing:.3f} rad")
print(f"Spontaneous-emission inversion factor: {inversion_factor:.1f}")
print(f"Spontaneous emission at each end: {P_ase * 1e3:.2f} mW")
print(f"Gain compression by it (first order): {ase_drop_db:.2f} dB")
print(f"Ripple after that compression, same R: {ripple_after_ase:.3f} dB")
print("ALL CHECKS PASSED")
```

Output:

```
Single-pass gain: 25.0 dB = ratio 316.23
Target ripple, peak to trough: 1.0 dB
Ripple as power ratio: 1.258925
Square root of that ratio: 1.122018
Product G*R: 0.057501
Required R (formula): 1.8183e-04 = -37.40 dB
Required R (wave equation): 1.8184e-04
Peak relative to single-pass gain: +0.513 dB
Trough relative to single-pass gain: -0.487 dB
R if ripple means +/-1 dB: 3.625e-04
Assumed coupling loss per fibre joint: 3.0 dB
R if 25 dB is fibre to fibre: 4.567e-05
Wavelength: 1550 nm; chip length: 1.0 mm
Mode index: 3.2; group index: 3.6
Fringe spacing: 0.334 nm
Bare-facet reflectivity: 0.274
Bare-chip gain at lasing threshold: 5.62 dB
Ideal quarter-wave film index: 1.789
Coating band: 1528.7 to 1571.9 nm
Coating band width: 43.3 nm
Film index range at 1550 nm: 1.765 to 1.813
Ripple with 1 dB more gain, same R: 1.260 dB
Gain width (3 dB, full): 40 nm
Gain tilt over half a fringe at band edge: 0.050 dB
Input power: 0.001 mW; saturation power: 10.0 mW
Saturated single-pass gain at peak: 24.844 dB
Saturated single-pass gain at trough: 24.874 dB
Ripple with signal saturation: 0.938 dB
Linewidth enhancement factor: 5.0
Round-trip phase change, peak to trough: 0.035 rad
Spontaneous-emission inversion factor: 2.0
Spontaneous emission at each end: 0.81 mW
Gain compression by it (first order): 0.69 dB
Ripple after that compression, same R: 0.853 dB
ALL CHECKS PASSED
```
